# Why a Semilocal Gap Error Can Inflate Calculated Oxide Leakage

An electron tunnelling through an insulating film at an energy $\phi_e$ below the conduction edge and $\phi_v$ above the valence edge decays, in a two-band model, with the constant

$$
\kappa=\frac{\sqrt{\phi_e\phi_v}}{P}=\sqrt{2m_{\rm ev}\phi_e},\qquad m_{\rm ev}=\frac{\phi_v}{2P^2}.
$$

Here $P$ is the velocity parameter coupling the two bands, and $m_{\rm ev}$ is the evanescent mass. The wave amplitude falls as $e^{-\kappa x}$, and the transmission through a thick film of thickness $d$ falls as $e^{-2\kappa d}$. A calculation that makes both barriers too small at nearly the right $P$ therefore makes two factors in $\kappa$ too small: the electron barrier $\phi_e$ and the mass, which carries the error in $\phi_v$. For the model film treated below, 20 angstrom thick, a gap of 6 eV instead of 9 eV raises the leakage by a factor of about 480 if $P$ is the same in both calculations, and by a factor of about 12 if the conduction edge mass is the same instead.

The gap $E_g=\phi_e+\phi_v$ does not settle the matter alone. Within the two-band model, the sign of the error in the exponent is decided by $\phi_e\phi_v/P^2$. In a sufficiently thick film the leakage follows the exponent, and the calculation with the smaller value of this quantity leaks more.

## The model and its premise

The algebra uses atomic units, with $\hbar=m_e=1$; numerical energies are in eV and lengths in angstrom. The film has band edges that do not vary with position, an isotropic dispersion and no defects. Transport is coherent and elastic, at low bias and zero temperature.

The premise is that the semilocal gap is too small. The fundamental gap, ionization energy minus electron affinity, equals the exact Kohn-Sham gap plus a derivative discontinuity of the exchange-correlation energy. A gap read from semilocal Kohn-Sham bands lacks that second term. The model takes the resulting underestimation as given and asks what it does to tunnelling. "Reference" below denotes the model with the larger gap, not a measurement.

Along the current direction, with energy $\varepsilon$ measured from midgap, the film is described by

$$
H(k)=\begin{pmatrix}E_g/2&Pk\\Pk&-E_g/2\end{pmatrix}.
$$

The condition $\det(H-\varepsilon)=0$ reads $(E_g/2-\varepsilon)(-E_g/2-\varepsilon)-P^2k^2=0$, or

$$
\varepsilon^2=\frac{E_g^2}{4}+P^2k^2.
$$

Holding $P$ fixed while the gap changes is an assumption with a physical content. The velocity operator is $i[H,x]$. If the potential is local, it commutes with $x$, and the velocity is the momentum operator. Then $P$ is a momentum matrix element between the two band-edge orbitals. A local change of the potential that left these orbitals unchanged would have to be a constant, which shifts both edges alike and cannot open the gap. A correction that opens the gap at unchanged orbitals is therefore nonlocal, and its commutator with $x$ adds to the velocity and can change $P$. Fixed $P$ thus assumes that the changes in the orbitals and in the velocity operator together leave the matrix element nearly the same.

The Hamiltonian keeps only this coupling. It drops the free-electron term $k^2/2$ on the diagonal and the coupling to all other bands. The last section estimates what the first of these omissions does to the numbers.

## How the gap enters the mass

Near the conduction edge, expand the upper band for small $k$:

$$
\varepsilon=\frac{E_g}{2}\sqrt{1+\frac{4P^2k^2}{E_g^2}}
\approx\frac{E_g}{2}+\frac{P^2k^2}{E_g}.
$$

Comparing the last term with $k^2/(2m_{\rm edge})$ gives

$$
m_{\rm edge}=\frac{E_g}{2P^2}.
$$

The two bands repel each other through the coupling $Pk$. The closer they lie, the stronger the repulsion, the larger the curvature and the lighter the carrier. At fixed $P$, a gap that is too small thus brings a mass that is too small. The condition matters: a nonlocal correction, such as an admixture of exact exchange, can raise $P^2$ along with the gap and leave the edge mass nearly unchanged.

Inside the gap there is no real $k$. Setting $k=i\kappa$ turns the dispersion relation into

$$
P^2\kappa^2=\frac{E_g^2}{4}-\varepsilon^2
=\left(\frac{E_g}{2}-\varepsilon\right)\left(\frac{E_g}{2}+\varepsilon\right)=\phi_e\phi_v.
$$

The first bracket is the distance to the conduction edge and the second the distance to the valence edge. Subtracting them gives $\varepsilon=(\phi_v-\phi_e)/2$.

The evanescent mass is defined by writing the decay constant in the familiar one-band form, $\kappa^2=2m_{\rm ev}\phi_e$. Hence

$$
m_{\rm ev}=\frac{\kappa^2}{2\phi_e}=\frac{\phi_v}{2P^2}
=m_{\rm edge}\frac{\phi_v}{E_g}=m_{\rm edge}\left(1-\frac{\phi_e}{E_g}\right).
$$

This is why the position of the valence edge matters to an electron tunnelling below the conduction band. Its evanescent state is a mixture of both bands, and the valence admixture slows the growth of $\kappa$ as the energy moves down from the conduction edge. At midgap $\kappa$ reaches its maximum, and below midgap it falls again toward the valence edge.

Two limits show the consequence. Close to the conduction edge, $\phi_e\ll E_g$, the last bracket tends to one and $\kappa\approx\sqrt{2m_{\rm edge}\phi_e}$. At midgap, $\phi_e=\phi_v=E_g/2$ and

$$
\kappa=\frac{E_g}{2P}.
$$

The decay constant is then proportional to the gap. A one-band estimate with a fixed mass and $\phi_e=E_g/2$ would give $\kappa=\sqrt{mE_g}$, which changes only as the square root of the gap. The dependence of the mass on the gap supplies the missing square root.

## From the decay constant to the transmission

A large change in the exponent matters only if the prefactor does not undo it. The prefactor follows from matching the wave to contacts. Write $M=E_g/2$ and rotate the two-component basis so that the velocity term is diagonal. With $k\to-i\,d/dx$, the film equation is

$$
-iP\sigma_z\psi'+M\sigma_x\psi=\varepsilon\psi.
$$

Multiplication by $i\sigma_z/P$ and the identity $\sigma_z\sigma_x=i\sigma_y$ give

$$
\psi'=A\psi,\qquad
A=\frac{i}{P}\sigma_z(\varepsilon-M\sigma_x)=\frac{i\varepsilon\sigma_z+M\sigma_y}{P}.
$$

Because $\sigma_z$ and $\sigma_y$ anticommute, the cross terms in $A^2$ cancel, leaving $A^2=(M^2-\varepsilon^2)/P^2=\kappa^2$. The exponential series then separates into even and odd powers:

$$
\psi(d)=W\psi(0),\qquad W=e^{Ad}=\cosh\kappa d+\frac{A}{\kappa}\sinh\kappa d.
$$

The contacts are idealized as gapless conductors with the same $P$. In them the upper component moves right and the lower one moves left, with equal speeds. Since the equation is of first order and $P$ is the same everywhere, $\psi$ is continuous at the interfaces.

Send a wave of unit amplitude in from the right. On the right, $\psi(d)=(r,1)$, where $r$ is the reflected amplitude; on the left, $\psi(0)=(0,t)$. The lower row of $\psi(d)=W\psi(0)$ says $1=W_{22}t$. The lower diagonal elements of $\sigma_z$ and $\sigma_y$ are $-1$ and $0$, so

$$
W_{22}=\cosh\kappa d-\frac{i\varepsilon}{P\kappa}\sinh\kappa d,
$$

$$
T=|t|^2=\frac{1}{\cosh^2\kappa d+(\varepsilon/P\kappa)^2\sinh^2\kappa d}.
$$

For $\kappa d\gg1$ both squared hyperbolic functions approach $e^{2\kappa d}/4$. Using $P^2\kappa^2=\phi_e\phi_v$ and $P^2\kappa^2+\varepsilon^2=E_g^2/4$,

$$
T\approx\frac{4P^2\kappa^2}{P^2\kappa^2+\varepsilon^2}e^{-2\kappa d}
=C e^{-2\kappa d},\qquad C=\frac{16\phi_e\phi_v}{E_g^2}.
$$

Since $(\phi_e-\phi_v)^2\ge0$ implies $4\phi_e\phi_v\le E_g^2$, the contact factor $C$ cannot exceed 4. It can become small when the carrier lies close to a band edge, but it does not depend on thickness.

## From one channel to leakage

Leakage through an area also involves motion parallel to the film. With spin included, the isotropic film Hamiltonian is $P\boldsymbol\alpha\cdot\mathbf k+M\beta$, where the four-component matrices $\alpha_x,\alpha_y,\alpha_z,\beta$ anticommute with one another and square to one. For a given transverse momentum $\mathbf k_\parallel$, the terms other than $P\alpha_zk_z$ are

$$
B=M\beta+P(\alpha_xk_x+\alpha_yk_y),\qquad B^2=M^2+P^2k_\parallel^2.
$$

The matrix $B$ anticommutes with $\alpha_z$, as $M\sigma_x$ did with $\sigma_z$. The matching therefore goes through for each spin with $M^2$ replaced by $B^2$, and $\kappa$ becomes

$$
q=\sqrt{\kappa^2+k_\parallel^2}.
$$

This step assumes contacts that supply all transverse momenta alike, with no transverse dispersion of their own. The low-bias conductance per area is then $(2e^2/h)g$, where the 2 counts spin and

$$
g=\int\frac{d^2k_\parallel}{(2\pi)^2}T(q)=\frac{1}{2\pi}\int_\kappa^\infty q\,T(q)\,dq.
$$

The second form uses $d^2k_\parallel=2\pi k_\parallel dk_\parallel$ and $k_\parallel dk_\parallel=q\,dq$. In a thick film, channels with $q$ close to $\kappa$ dominate, so the contact factor may be held at its value for $k_\parallel=0$. This drops a relative correction of about $(8\varepsilon^2/E_g^2)/(2\kappa d)$, of the same order in $1/\kappa d$ as the last term kept below. At 20 angstrom it is 1 percent or less for the two model films, but near a band edge it is larger: the full integral exceeds the estimate by 17 percent for barriers of 0.5 and 8.5 eV. One integration by parts gives

$$
g\approx\frac{C}{2\pi}\int_\kappa^\infty q e^{-2qd}dq
=\frac{C}{2\pi}e^{-2\kappa d}\left(\frac{\kappa}{2d}+\frac{1}{4d^2}\right)
=C e^{-2\kappa d}\frac{1+2\kappa d}{8\pi d^2}.
$$

The ratio of semilocal to reference leakage is consequently

$$
\frac{g_{\rm semi}}{g_{\rm ref}}\approx
e^{2d(\kappa_{\rm ref}-\kappa_{\rm semi})}\,
\frac{C_{\rm semi}}{C_{\rm ref}}\,
\frac{1+2\kappa_{\rm semi}d}{1+2\kappa_{\rm ref}d}.
$$

The last factor works against the inflation when $\kappa_{\rm semi}<\kappa_{\rm ref}$, but it tends to the constant $\kappa_{\rm semi}/\kappa_{\rm ref}$ as $d$ grows. The exponential has no such limit.

## A film with numbers

Take $P=8$ eV angstrom and $d=20$ angstrom. These are round model parameters, not those of a named oxide. The reference barriers are $\phi_e=3$ eV and $\phi_v=6$ eV. The semilocal barriers are 2.5 eV and 3.5 eV, so most of the 3 eV gap error sits on the valence side.

The reference edge mass is $0.536\,m_e$, and the semilocal one is $0.357\,m_e$, smaller in the ratio of the gaps, $6/9$. The evanescent masses are

$$
0.536\times\frac{6}{9}=0.357,\qquad 0.357\times\frac{3.5}{6}=0.208,
$$

in units of $m_e$. The decay constants are

$$
\kappa_{\rm ref}=\frac{\sqrt{3\times6}}{8}=0.530,\qquad
\kappa_{\rm semi}=\frac{\sqrt{2.5\times3.5}}{8}=0.370
$$

per angstrom. The exponents $2\kappa d$ are 21.21 and 14.79. Their difference, 6.42, gives an exponential inflation of 616. The contact factor changes by 1.09 and the transverse-channel factor by 0.711, so the thick-film estimate is $616\times1.09\times0.711\approx480$. Integrating the full transmission gives 476, or 2.7 decades.

The thickness dependence confirms where the error resides. The inflation is 19 at 10 angstrom, 476 at 20 angstrom and about 12,000 at 30 angstrom. The exponential part grows by $2(\kappa_{\rm ref}-\kappa_{\rm semi})/\ln10=0.14$ decades per angstrom.

The decay constant and transmission were also tested on a discrete chain with a spacing of 0.01 angstrom, which is a fine grid for the continuum model rather than a row of atoms. Its site energies alternate between $\phi_e$ and $-\phi_v$ relative to the carrier energy, its hopping is $h$ and its spacing is $s$. At the carrier energy its evanescent states obey $\phi_e\phi_v=4h^2\sinh^2\kappa s$, which becomes $P^2\kappa^2$ for small $s$ with $P=2hs$. Between half-filled leads, a Green-function solution gives $T=2.179\times10^{-9}$ for the reference and $1.467\times10^{-6}$ for the semilocal film, in agreement with the matching formula to within the tested 0.1 percent.

## Barrier and mass do not contribute additively

Let $a^2$ be the semilocal-to-reference ratio of $\phi_e$, and $b^2$ the same ratio for $m_{\rm ev}$. Since $\kappa$ contains the square root of their product, $\kappa_{\rm semi}=ab\,\kappa_{\rm ref}$. The fractional loss of the exponent is

$$
1-ab=(1-a)+(1-b)-(1-a)(1-b).
$$

When both ratios are below one, the last term is a positive overlap that must be subtracted. Here $a=\sqrt{2.5/3}=0.913$ and $b=\sqrt{3.5/6}=0.764$. Changing the barrier alone inflates the exponential by 6.35; changing the mass alone inflates it by 150. Their product is 953, whereas the combined inflation is 616.

The larger effect of the mass in this example comes from the larger fractional error in $\phi_v$. It has a practical meaning. If the electron barrier is corrected to 3 eV but the semilocal evanescent mass is kept, the exponential remains too large by a factor of 150. In this example, at fixed $P$, correcting the visible barrier repairs the smaller part of the error. If the two calculations shared the same edge mass instead, $b^2$ would be $(3.5/6)/(6/9)=0.875$, so $b=0.935$, and the barrier would carry the larger part.

How the gap is corrected also matters. A rigid upward shift of the conduction band adds a constant to $E_c(k)$ and leaves its curvature unchanged. Near the band edge, such a correction raises the barrier but keeps the old mass. It does not reproduce the mass change that follows from opening the gap at fixed $P$. The model does not decide which of the two pictures is closer to a given material; that requires the masses from the better calculation.

## When the inflation shrinks or reverses

For small errors, taking the logarithm of $\kappa=\sqrt{\phi_e\phi_v}/P$ and differentiating gives

$$
\frac{\delta\kappa}{\kappa}=\frac12\left(\frac{\delta\phi_e}{\phi_e}+\frac{\delta\phi_v}{\phi_v}\right)-\frac{\delta P}{P}.
$$

The exponent $2\kappa d$ multiplies this fractional error. With $2\kappa d=21.2$, a decay constant 1 percent too small changes the exponent by 0.21 and raises the exponential by about 24 percent.

The velocity parameter enters with the opposite sign to the barriers and without the factor one half. If the reference $P$ is 10 percent larger, 8.8 instead of 8 eV angstrom, the leakage inflation at 20 angstrom falls from 476 to 76. If the two calculations have the same edge mass, $P_{\rm ref}=8\sqrt{9/6}=9.80$ eV angstrom and the inflation is about 12. The exponent error vanishes when

$$
\frac{P_{\rm ref}}{P_{\rm semi}}=\sqrt{\frac{3\times6}{2.5\times3.5}}=1.43.
$$

An inflation estimated from barriers alone is therefore conditional on a check of $P$, for instance through the edge masses and gaps of the two calculations, since $P^2=E_g/(2m_{\rm edge})$ in this model. In a real band structure the edge mass also contains the free-electron term and the coupling to other bands, so the $P$ found this way is an effective parameter, not the bare momentum matrix element, and it need not give the right $\kappa$ deep in the gap. In the model with the free-electron term given below, the edge masses 0.349 and 0.263 yield effective values of 9.91 and 9.32 eV angstrom and decay constants of 0.428 and 0.317 per angstrom, about 10 percent below the values 0.478 and 0.354 of that model.

Band alignment can reverse the sign. Suppose the reference gap is still 9 eV, but its barriers are 0.5 and 8.5 eV, while the semilocal barriers remain 2.5 and 3.5 eV. The reference product is $0.5\times8.5=4.25$ eV$^2$, below the semilocal product of 8.75 eV$^2$. The calculation with the smaller gap now has the faster decay, and its leakage at 20 angstrom is 0.063 times the reference value. The reversal needs a thick film: the ratio is 0.50 at 10 angstrom and 1.1 at 5 angstrom, where the prefactors outweigh the exponent. This alignment is deliberately extreme; it shows that a gap error does not fix the direction of the leakage error.

The size of the inflation also depends on the terms dropped from the Hamiltonian. If the free-electron term $k^2/2$ is kept in both bands, the decay constant obeys

$$
\left(\phi_e-\frac{\kappa^2}{2}\right)\left(\phi_v+\frac{\kappa^2}{2}\right)=P^2\kappa^2.
$$

With the same barriers and $P=8$ eV angstrom, this gives 0.478 per angstrom for the reference and 0.354 for the semilocal film. The exponential inflation at 20 angstrom is then about 140 instead of 616. The term can also change the sign, because $\kappa$ no longer depends on the product of the barriers alone: reference barriers of 1.2 and 7.8 eV have a product of 9.36 eV$^2$, above the semilocal 8.75 eV$^2$, yet give $\kappa=0.321$ per angstrom, below the semilocal 0.354. The effect of coupling to other bands is not estimated here. The factors quoted for the model film therefore illustrate the mechanism and should not be carried over to a material.

The model also leaves out physics that can control a real film. An applied field makes the barriers depend on position. Defects open other paths, and several bands of different symmetry can supply competing evanescent states. In those cases the exponent found here does not by itself predict the total current. For coherent tunnelling within its range, the quantities to compare between two electronic-structure methods are both band-edge distances and the velocity parameter, or, more directly, $\kappa$ at the carrier energy. The numerical output lists these values for the reference and semilocal films.

## Calculated quantities

```
velocity parameter P: 8.0 eV angstrom
film thickness: 20.0 angstrom
reference gap: 9.00 eV
reference electron barrier: 3.00 eV
reference hole barrier: 6.00 eV
reference edge mass: 0.5358 m_e
reference evanescent mass: 0.3572 m_e
reference decay constant: 0.5303 1/angstrom
reference exponent 2 kappa d: 21.213 (no unit)
reference contact factor: 3.556 (no unit)
reference formula transmission: 2.1784e-09 (no unit)
reference chain transmission: 2.1786e-09 (no unit)
reference conductance per area: 4.8602e-12 (2e^2/h)/angstrom^2
semilocal gap: 6.00 eV
semilocal electron barrier: 2.50 eV
semilocal hole barrier: 3.50 eV
semilocal edge mass: 0.3572 m_e
semilocal evanescent mass: 0.2084 m_e
semilocal decay constant: 0.3698 1/angstrom
semilocal exponent 2 kappa d: 14.790 (no unit)
semilocal contact factor: 3.889 (no unit)
semilocal formula transmission: 1.4673e-06 (no unit)
semilocal chain transmission: 1.4674e-06 (no unit)
semilocal conductance per area: 2.3124e-09 (2e^2/h)/angstrom^2
barrier-only exponential inflation: 6.35 (ratio)
mass-only exponential inflation: 150.11 (ratio)
combined exponential inflation: 615.85 (ratio)
product of separate inflations: 953.02 (ratio)
transverse-channel factor: 0.711 (ratio)
contact-factor change: 1.094 (ratio)
leakage inflation at 10 angstrom: 19.39 (ratio)
leakage inflation at 20 angstrom: 475.77 (ratio)
leakage inflation at 30 angstrom: 11757.85 (ratio)
leakage inflation at 20 angstrom: 2.68 decades
exponential error growth: 0.1395 decades/angstrom
raised reference P: 8.80 eV angstrom
leakage inflation with raised reference P: 75.67 (ratio)
P ratio cancelling exponent error: 1.4343 (ratio)
misaligned reference electron barrier: 0.50 eV
misaligned reference hole barrier: 8.50 eV
semilocal/misaligned-reference leakage: 0.0629 (ratio)
```
